Natoli's rule from the diatomic scattering determinant, and where it fails

**Question**

I am trying to understand Natoli's rule for shape resonances in X-ray absorption: if a bond of length R is stretched, the resonance energy E_r above the muffin-tin zero V₀ moves so that (E_r − V₀)R² stays roughly constant. A particle in a box of length R would do this, but a diatomic has no walls, and the photoelectron escapes.

I have written down the multiple-scattering equations for two identical atoms. The phase shifts δ_l(k) enter, and they depend on energy. I do not see how R² comes out of the determinant, what "roughly" means, or how to tell in advance when the rule is useless. Can it be derived properly?

**Answer**

The rule follows from a scaling property of the determinant. It is exact if the phase shifts do not depend on energy, and the energy dependence gives a correction that can be calculated.

**The determinant**

Take two identical, non-overlapping spherical scatterers in a flat potential V₀, with atom 2 at distance R from atom 1 along +z. Between the spheres

E − V₀ = Ck², C = ħ²/2m = 3.810 eV Å².

Axial symmetry conserves m, and I take m = 0. Around each atom the wave is a sum over l of

[A_l j_l(kr) + B_l h_l(kr)] Y_l0, h_l = j_l + i y_l.

Here A_l is the incident amplitude and B_l the outgoing one. A phase shift δ_l means that the outside solution is proportional to cos δ_l j_l − sin δ_l y_l. Multiply this by exp(iδ_l) and use exp(iδ_l) cos δ_l = 1 + i sin δ_l exp(iδ_l). The result is j_l + T_l h_l, so

B_l = T_l A_l, T_l = i sin δ_l exp(iδ_l), 1/T_l = −i(cot δ_l − i).

A resonance is a solution with no external wave, so whatever arrives at atom 2 has left atom 1. Within r₂ < R the wave from atom 1 is a regular solution of the free equation and can be expanded about atom 2:

h_l′(kr₁)Y_l′0(r̂₁) = Σ_l g_ll′ j_l(kr₂)Y_l0(r̂₂).

Measured in the length ρ = kr, the free equation (∇² + k²)ψ = 0 becomes (∇_ρ² + 1)ψ = 0. The only length left in the expansion is kR, so g_ll′ = g_ll′(kR). This is where the rule comes from.

Now use inversion through the bond midpoint, with parity p = ±1. Since Y_l0(−r̂) = (−1)^l Y_l0(r̂), the outgoing amplitudes obey B_l(2) = p(−1)^l B_l(1). Insert this into B_l(2)/T_l = Σ_l′ g_ll′ B_l′(1) and multiply by p(−1)^l:

Σ_l′ [δ_ll′/T_l − p(−1)^l g_ll′(kR)] B_l′(1) = 0.

The δ_ll′ here is the Kronecker symbol. The equation for atom 1 is the mirror image and adds nothing. A nonzero solution requires

det[δ_ll′/T_l − p(−1)^l g_ll′(kR)] = 0.

If every T_l is a fixed number, k and R enter only as kR. Each root is then a fixed complex number kR = X, and

(E − V₀)R² = CX².

With E − V₀ = E_r − iΓ/2, where E_r is from here on measured from V₀, both E_r R² and ΓR² are constant. No box is needed, and the escape of the electron is contained in Im X.

**The coefficients g**

For numbers beyond s waves g is needed explicitly. Expand exp(ik n·r₁) = exp(ik n·r₂) exp(ik n·R) on both sides with

exp(ik n·r) = 4π Σ i^l j_l(kr)Y_lm(r̂)Y_lm(n),

using real harmonics. Multiply by Y_l′0(n) and integrate over n. This expands j_l′(kr₁)Y_l′0, with real coefficients multiplying functions j_q(kR). For h_l′ and R > r₂, the wave viewed as a function of the vector R is outgoing, so it is a sum of h_q(kR) terms. For real k its real part must reproduce the j expansion. Since h_q and its complex conjugate are independent functions, the coefficients are the same, and j_q is simply replaced by h_q. With R along z,

g_ll′ = √[(2l+1)(2l′+1)] Σ_q (−1)^((l+q−l′)/2) (2q+1) h_q(kR) I_ll′q,

I_ll′q = ½ ∫₋₁¹ P_l P_l′ P_q du.

I vanishes unless l + l′ + q is even, so the sign is well defined. Complex k follows by analytic continuation. In particular g₀₀ = h₀(x) = −i exp(ix)/x, with x = kR.

**s waves in closed form**

Keeping l = 0 alone, the condition 1/T₀ = p h₀(x) reads

cot δ − i = p exp(ix)/x, or equivalently x exp(−ix) = −ipT₀.

Put x = iw. Then w exp(w) = −pT₀, which defines the Lambert function W:

X = iW(−pT₀).

Take δ = π/2, so T₀ = −1, and odd parity, p = −1. The branch W₋₁(−1) gives X = 1.337 − 0.318i. Then

Re X² = 1.337² − 0.318² = 1.687,

E_r R² = 3.810 × 1.687 = 6.43 eV Å².

The half-width obeys (Γ/2)R² = 3.24 eV Å². At R = 1.2 Å this means E_r = 4.46 eV and Γ/2 = 2.25 eV, a broad resonance.

For a resonance this broad, the energy of the pole is not the energy of a peak. Let an external odd wave supply the s amplitude A₀ at atom 2. The total is A = A₀ + h₀B(1), with B(1) = pT₀A, so

A/A₀ = 1/(1 − pT₀h₀).

For T₀ = p = −1, |1 − pT₀h₀|² = 1 − 2 sin x/x + 1/x². Setting its derivative to zero and multiplying by −x³/2 gives

x² cos x − x sin x + 1 = 0.

The root x = 1.382 is a maximum of |A/A₀|², equal to 9.8, and there E R² = 7.28 eV Å². This is also constant, but it is a different constant. Compare peaks with peaks, or poles with poles. A measured absorption spectrum also contains the atomic matrix element and both parities, which this quantity leaves out.

**What varying phases do**

This section keeps s waves only. Let δ = δ₀ depend on k, continued analytically to the complex pole. The root condition is kR = X(δ(k)). Differentiate it:

R dk + k dR = X′(δ) δ′(k) dk.

Collecting the dk terms gives

d ln k/d ln R = −1/(1 − q), q = X′(δ) δ′(k)/R.

To find X′, take the logarithm of x exp(−ix) = −ipT₀ and differentiate. Since ln T₀ = ln sin δ + iδ + constant,

(1/X − i) dX = (cot δ + i) dδ, so X′ = X(cot δ + i)/(1 − iX).

Natoli's rule therefore needs |q| ≪ 1: the product |X′ dδ/dk|, which is a length, must be small compared with R. Near δ = π/2, on resonance roots such as X = 1.337 − 0.318i, |X′| is close to one and this is a condition on the phase slope alone. For small δ, on roots X that do not themselves shrink with δ, X′ ≈ X/[δ(1 − iX)] grows as 1/δ, and a slope small compared with R is not enough: for δ = −ka with a ≪ R, cot δ · δ′ ≈ 1/k, so q ≈ 1/(1 − iX), with no factor a/R. As E ∝ k², the local exponent of the resonance position is

n = −d ln E_r/d ln R = 2 Re[(E − V₀)/(1 − q)] / E_r,

and the rule says n = 2. Since n − 2 = 2 Re[(E − V₀)q/(1 − q)]/E_r, a pole with Γ/2 larger than E_r amplifies q, and the safe condition for the position is |q| |E − V₀| ≪ E_r.

**A smooth scatterer**

Take a square well of radius a and depth CK₀², with K₀a = π/2. Inside, K² = K₀² + k², and matching the s wave at r = a gives

K cot(Ka) = k cot(ka + δ).

For small ka, Ka ≈ π/2 + ak²/(2K₀), so the left side is ≈ −ak²/2. Hence ka + δ ≈ π/2 + ka/2, or

δ ≈ π/2 − ka/2, δ′ ≈ −a/2.

At δ = π/2, X′ = −0.697 + 0.594i, so q ≈ (0.349 − 0.297i)a/R. To first order n − 2 = 2 Re(X²q)/Re X² = 0.398 a/R, and the rule becomes exact as a → 0 with K₀a = π/2 held fixed.

For a = 0.4 Å (depth 58.8 eV) the full s-wave phase gives these poles:

R = 1.2 Å: E_r = 4.64 eV, Γ/2 = 4.04 eV, E_r R² = 6.69 eV Å²
R = 1.6 Å: E_r = 2.65 eV, Γ/2 = 1.99 eV, E_r R² = 6.78 eV Å²
R = 2.0 Å: E_r = 1.69 eV, Γ/2 = 1.17 eV, E_r R² = 6.77 eV Å²

The position follows the rule to about 1%, but this overstates how constant the phase is. At 1.6 Å, q = 0.076 − 0.089i, so 1/(1 − q) = 1.073 − 0.104i. The real part alone would give n = 2.15. The imaginary part, multiplied by the large width, subtracts 2 × 0.104 × 1.99/2.65 = 0.16, leaving n = 1.99. The first-order formula, 2.10, is already inaccurate at a/R = 0.25.

The width has no such cancellation: (Γ/2)R² falls from 5.8 to 4.7 eV Å² over the same range. The peak of |A/A₀|² drifts too, from E R² = 9.12 to 8.38 eV Å².

Including l ≤ 2 changes E_r R² to 6.40, 6.65 and 6.71 eV Å², a spread of about 5%. "Roughly constant" is the right description here, where a/R ≤ 1/3. The higher waves also lower n at 1.6 Å from 1.99 to 1.93, a shift the s-wave formula does not contain. Larger spheres do worse: with K₀a = π/2 and l ≤ 2, the spread over the same three distances is 12% for a = 0.5 Å and 21% for a = 0.6 Å, where the spheres touch at R = 1.2 Å as muffin-tin spheres usually do.

**A resonant scatterer**

Now put a thin repulsive shell at r = a, which adds β = 50 Å⁻¹ to the logarithmic derivative:

k cot(ka + δ) = K cot(Ka) + β.

Choose the well depth (205 eV) so that the right side vanishes at 8 eV. The isolated atom then has its own s resonance, a pole at E_a − iγ with E_a = 7.99 eV and γ = 0.58 eV.

Such a pole makes the phase steep. For real energies exp(2iδ) has modulus one, so the pole is accompanied by a zero at E_a + iγ:

exp(2iδ) ≈ (smooth factor) × (E − V₀ − E_a − iγ)/(E − V₀ − E_a + iγ).

The resonant part of dδ/dE is γ/[(E − V₀ − E_a)² + γ²], at most 1/γ. With dE/dk = 2Ck and k = 1.45 Å⁻¹, the slope dδ/dk reaches about 2 × 3.81 × 1.45/0.58 ≈ 19 Å, far more than the bond length. The odd-parity molecular pole next to the atomic one lies at:

R = 1.2 Å: E_r = 8.21 eV, E_r R² = 11.8 eV Å²
R = 1.6 Å: E_r = 8.04 eV, E_r R² = 20.6 eV Å²
R = 2.0 Å: E_r = 7.94 eV, E_r R² = 31.8 eV Å²

The rule predicts E_r(1.2 Å)/E_r(2.0 Å) = (2.0/1.2)² = 2.78, but the ratio is 1.03 (1.04 with l ≤ 2). At 1.6 Å, q = −25 + 13i and n = 0.06. For this pole the atom fixes the energy, and the bond length barely moves it. This concerns only the pole near the atomic one; in the s-wave model a pole far from it in the complex energy plane can follow the rule. At 1.6 Å the odd s-wave pole at 77.7 − 58.0i eV has q = 0.10 − 0.06i and n = 2.10. There |k|a ≈ 2, so s waves alone are not enough for this scatterer: switching on the phases up to l = 6 gradually carries this pole to about 53 − 89i eV, with n ≈ 0.5.

As a consistency test, freeze all T_l with l ≤ 2 at their values at the 1.6 Å pole and move the same atoms. The resonance then lies at 14.29 eV for R = 1.2 Å and at 5.14 eV for R = 2.0 Å, a ratio of 2.78. Any fixed set of T_l gives this ratio, by the scaling shown above, and T₀ taken at a complex pole is not a real phase shift (|1 + 2T₀| = 3.5, not 1). The test restates that, for scatterers that do not themselves change with R, the failure can only come from the energy dependence of the phases. The numerical check asserts this, along with the corrected law and the coefficients g.

**Before using the rule**

The formulas for X′ and q hold for s waves. With several partial waves the chain rule gives q = Σ_l (∂X/∂δ_l) δ_l′(k)/R, and every l must be examined. As an example, keep the phases of the smooth well but replace the p phase by that of a β = 50 Å⁻¹ shell with the well depth tuned so that δ₁ = π/2 at 8 eV. The odd pole at R = 1.6 Å then lies at E_r = 8.59 eV with n ≈ 0.3, although the s-wave formula gives |q| = 0.12 and n = 2.18. For an s-wave pole, compare |X′ dδ/dk| near the resonance with R; the slope dδ/dk alone is a fair guide only where |X′| is of order one, as near δ = π/2. Near an atomic resonance of half-width γ the resonant slope is 2Ckγ/(Δ² + γ²), and q needs it at the molecular pole, where the detuning Δ = E_r − E_a − iΓ/2 is complex. For real Δ it is 2Ck/γ at Δ = 0 and half of that at Δ = γ; for the 1.6 Å pole above, Δ = 0.04 − 0.34i eV and its modulus is 29 Å, above the real-energy maximum of 19 Å. If |Δ| ≤ γ the slope is at least about Ck/γ in modulus, and with |X′| of order one the rule needs γ ≫ 2Ck/R. Since 2C|k|/R = 2|E − V₀|/|kR|, for low roots with |kR| of about 1 to 2 this asks for a half-width larger than the energy itself, so a genuine atomic resonance this close breaks the rule. Weakening the shell to β = 12.5 Å⁻¹, with the same tuning at 8 eV, gives γ = 5.3 eV and still only n = 0.64 at 1.6 Å. If |Δ| ≫ γ, because the molecular pole is far away in energy or much broader than the atomic one, the resonant slope falls to about 2C|k|γ/|Δ|².

Also keep V₀ as the energy origin. If energies ε are measured from another level, ε_r = E_r + V₀, with V₀ now its height relative to that level. Then ε_r R² = constant + V₀R², which varies with R even when the phases are constant. If V₀ itself changes with bond length, it must be subtracted separately at each R, and that is not enough: the atomic potential measured from V₀ changes too, so the phases depend on R explicitly. For the smooth well with l ≤ 2 at 1.6 Å and the bottom of the well held at a fixed level, a V₀ rising by 5 eV per unit of ln R changes the exponent of E_r, measured from V₀ at each R, from 1.93 to 2.21. A sphere radius chosen to follow R also makes the phases depend on R. The derivation above assumes scatterers that do not change with R.

Computed results

```
hbar^2/2m = 3.80998 eV A^2
Frozen delta=pi/2: X = 1.33724 -0.31813 i
dX/ddelta = -0.6974 +0.5935 i
Re(E-V0)R^2 = 6.4274 eV A^2
Half-width times R^2 = 3.2417 eV A^2
frozen R=1.2 A: E=4.4635 eV, half-width=2.2512 eV
frozen R=1.6 A: E=2.5107 eV, half-width=1.2663 eV
frozen R=2.0 A: E=1.6069 eV, half-width=0.8104 eV
Frozen real-axis peak: kR=1.3824, gain=9.793
Frozen real-axis peak: E R^2=7.2808 eV A^2
Well radius = 0.40 A; shell strength = 50.0 1/A
Smooth well depth = 58.755 eV
Resonant well depth = 205.319 eV
Isolated-atom pole: E=7.9944 eV, half-width=0.5774 eV
smooth R=1.2 A, s only: E=4.6446 eV, half-width=4.0449 eV
   E R^2: s only 6.6882, l<=2 6.3991 eV A^2
smooth R=1.6 A, s only: E=2.6466 eV, half-width=1.9888 eV
   E R^2: s only 6.7753, l<=2 6.6506 eV A^2
smooth R=2.0 A, s only: E=1.6920 eV, half-width=1.1681 eV
   E R^2: s only 6.7680, l<=2 6.7055 eV A^2
smooth, phases frozen at 1.6 A, R=1.2 A: E=4.6185 eV
smooth, phases frozen at 1.6 A, R=2.0 A: E=1.6627 eV
smooth at 1.6 A: q=0.0764 -0.0891 i
   ddelta/dk at Re k = -0.1986 A
   local exponent -dlnE/dlnR = 1.9900 (rule: 2)
   E(1.2)/E(2.0): s only 2.7450, l<=2 2.6508
resonant R=1.2 A, s only: E=8.2127 eV, half-width=0.2919 eV
   E R^2: s only 11.8263, l<=2 11.8788 eV A^2
resonant R=1.6 A, s only: E=8.0359 eV, half-width=0.3426 eV
   E R^2: s only 20.5720, l<=2 20.5757 eV A^2
resonant R=2.0 A, s only: E=7.9405 eV, half-width=0.4030 eV
   E R^2: s only 31.7619, l<=2 31.7374 eV A^2
resonant, phases frozen at 1.6 A, R=1.2 A: E=14.2887 eV
resonant, phases frozen at 1.6 A, R=2.0 A: E=5.1439 eV
resonant at 1.6 A: q=-25.1039 +13.2561 i
   ddelta/dk at Re k = 18.6860 A
   local exponent -dlnE/dlnR = 0.0622 (rule: 2)
   E(1.2)/E(2.0): s only 1.0343, l<=2 1.0397
Natoli prediction for E(1.2)/E(2.0) = 2.7778
smooth real-axis peak R=1.2 A: E=6.3304 eV, E R^2=9.1158 eV A^2
smooth real-axis peak R=1.6 A: E=3.3825 eV, E R^2=8.6591 eV A^2
smooth real-axis peak R=2.0 A: E=2.0947 eV, E R^2=8.3789 eV A^2
Small-well law: exponent-2 = 0.3980 * a/R
Test a=0.02 A, R=1.6 A: exponent-2 = 0.004806
```
